# Resistivity saturation: the f-sum argument and the parallel-resistor formula

## What dimensions fix, and what they leave open

Take a cubic lattice with lattice constant $a$ and $n$ equivalent orbitals per site, whose electrons have hopping energy $t$ and scattering width $\Delta$. The combination $e^2/\hbar$ is a conductance, so a three-dimensional conductivity must have the form

$$\sigma=\frac{ne^2}{\hbar a}\,g(\Delta/t),$$

if thermal smearing of the Fermi edge is neglected and the orbitals conduct in parallel. The natural scale of resistivity is therefore $\hbar a/(ne^2)$. Resistivity saturates if $g$ tends to a nonzero constant at large $\Delta/t$, and it grows without limit if $g$ tends to zero. Dimensions do not decide between the two.

The f-sum rule offers an argument for saturation. The area under the optical conductivity is set by the hopping energy. Once the Drude width reaches the bandwidth, that area has nowhere wider to spread, and $\sigma(0)$ stops falling. This is an estimate and not a bound: it needs the hopping energy to survive the scattering, and $\sigma(\omega)$ to have no dip at $\omega=0$. The lattice model below meets both conditions for one kind of electron-phonon coupling. For another, with the same scattering width, it loses the hopping energy and does not saturate.

## The f-sum rule

For independent electrons in volume $\Omega$, with states $m,n$ that include spin, the Kubo formula is

$$\sigma(\omega)=\frac{\pi e^2}{\Omega\omega}\sum_{mn}|v_{mn}|^2(f_m-f_n)\,\delta(E_n-E_m-\hbar\omega),$$

where $v$ is the $x$ velocity. Since $\int_0^\infty d\omega\,\omega^{-1}\delta(E_n-E_m-\hbar\omega)=1/(E_n-E_m)$, the area at zero temperature is

$$S=\int_0^\infty\!\sigma\,d\omega=\frac{\pi e^2}{\Omega}\sum_{m\,\rm occ,\;n\,\rm empty}\frac{|v_{mn}|^2}{E_n-E_m}.$$

To evaluate the sum, multiply every hop to $+x$ by $e^{i\varphi}$ and every hop back by $e^{-i\varphi}$. Then $H(\varphi)=H+\varphi J-\tfrac12\varphi^2\hat K_x+\dots$, where $\hat K_x$ is the hopping energy on $x$ bonds and $|J_{mn}|=\hbar|v_{mn}|/a$. Second-order perturbation theory gives

$$\frac{d^2E}{d\varphi^2}=-K_x-2\sum_{\rm occ,\,empty}\frac{|J_{mn}|^2}{E_n-E_m},\qquad K_x=\langle\hat K_x\rangle .$$

The phases can be moved to the boundary. In a large lattice with scattering, the total energy hardly depends on the boundary phase, so the left side is negligible beside $K_x$. The sum is then $-K_x/2$, and

$$S=\frac{\pi e^2a^2}{2\hbar^2\Omega}(-K_x),\qquad \sigma(0)=\frac{S}{\omega_{\rm eff}} .$$

The second relation defines an effective width $\omega_{\rm eff}$. Saturation requires $S/\omega_{\rm eff}$ to become constant.

## A model with two kinds of phonon coupling

The mean band is $\varepsilon_k=-2t(\cos k_xa+\cos k_ya+\cos k_za)$, half filled, with the Fermi level at zero. Phonons are treated as static and classical, which suits phonon energies below $k_BT$. They add independent Gaussian random matrix elements between orbitals, in one of two ways:

- **Hopping modulation:** the elements sit on the six bonds of a site, each with variance $V^2/(6n)$.
- **Level modulation:** they sit within the site, each with variance $V^2/n$.

In both cases the variances from one orbital add up to $V^2$. For large $n$, diagrams with crossed disorder lines have fewer free orbital sums and drop out as $1/n$. The self-energy is then $\Sigma=V^2G_{\rm loc}$ in both cases, so the two models share their density of states and scattering width.

At the band centre the symmetry $\varepsilon\to-\varepsilon$ makes $\Sigma=-i\Delta$. With $\langle\cdot\rangle$ the average over $k$,

$$G_{\rm loc}=\Big\langle\frac{1}{i\Delta-\varepsilon}\Big\rangle=-i\Delta\Big\langle\frac1{\varepsilon^2+\Delta^2}\Big\rangle
\;\Rightarrow\;1=V^2\Big\langle\frac1{\varepsilon^2+\Delta^2}\Big\rangle .$$

The spectral function is $A=(\Delta/\pi)/(\varepsilon^2+\Delta^2)$, and the density of states per orbital and spin is $N=\langle A\rangle=\Delta/(\pi V^2)$.

At zero frequency the Kubo formula becomes $\sigma=(\pi e^2\hbar/\Omega)\,{\rm Tr}[v\,\delta(H)\,v\,\delta(H)]$. The velocity has a mean part, $(a/\hbar)u_x$ with $u_x=2t\sin k_xa$, and, for hopping modulation, a random part from the random bonds. Cross terms and vertex corrections contain either $u_x$ averaged with an even function of $k$, or a sum of $+x$ and $-x$ displacements of equal weight; both vanish. In the random part, the two $x$ neighbours with $n$ orbitals each contribute $2n\cdot V^2/(6n)=V^2/3$. With $2n$ spin-orbitals per volume $a^3$,

$$\sigma=\frac{2\pi ne^2}{\hbar a}\Big[\langle u_x^2A^2\rangle+\frac{V^2}{3}N^2\Big].$$

The second channel is conduction through the phonon-induced hops themselves. Level modulation lacks it.

## Why the resistivity is bounded

Define $y=\varepsilon/\Delta$ and

$$\sigma_{\rm sat}=\frac{2ne^2}{3\pi\hbar a}.$$

Using $N=\Delta/(\pi V^2)$ and then the equation for $V^2$, the hop channel is

$$\frac{V^2N^2}{3}=\frac{\Delta^2}{3\pi^2V^2}=\frac1{3\pi^2}\Big\langle\frac{\Delta^2}{\varepsilon^2+\Delta^2}\Big\rangle ,$$

so its share of $\sigma/\sigma_{\rm sat}$ is $h=1-\langle y^2/(1+y^2)\rangle$. By cubic symmetry $u_x^2$ may be replaced by $|u|^2/3$, and the band channel gives

$$b=\Big\langle\frac{|u|^2\Delta^2}{(\varepsilon^2+\Delta^2)^2}\Big\rangle .$$

Let $F(\varepsilon)=\tfrac12\big[\varepsilon/(\varepsilon^2+\Delta^2)+\Delta^{-1}\arctan(\varepsilon/\Delta)\big]$. Its derivative is

$$F'=\frac12\,\frac{(\Delta^2-\varepsilon^2)+(\varepsilon^2+\Delta^2)}{(\varepsilon^2+\Delta^2)^2}=\frac{\Delta^2}{(\varepsilon^2+\Delta^2)^2}.$$

With gradients taken in $ka$, $u=\nabla\varepsilon$ and $|u|^2F'=\nabla\varepsilon\cdot\nabla F$. Integration by parts over the periodic zone, with $\nabla^2\varepsilon=-\varepsilon$, yields

$$b=-\langle F\,\nabla^2\varepsilon\rangle=\langle\varepsilon F\rangle=\tfrac12\Big\langle\frac{y^2}{1+y^2}+y\arctan y\Big\rangle .$$

The relation $\nabla^2\varepsilon=-\varepsilon$ is also what turns inverse mass into hopping energy in the f-sum rule. Adding the channels,

$$\frac{\sigma}{\sigma_{\rm sat}}=h+b=1+\tfrac12\Big\langle y\arctan y-\frac{y^2}{1+y^2}\Big\rangle .$$

The function $q=\arctan y-y/(1+y^2)$ vanishes at $y=0$ and has slope $2y^2/(1+y^2)^2\ge0$. The bracket is $yq$, which is even and never negative. In the large-$n$ limit of this half-filled model, with hopping modulation and a sharp Fermi edge, therefore,

$$\rho\le\rho_{\rm sat}=\frac{3\pi\hbar a}{2ne^2}$$

at every scattering strength.

**Weak scattering.** For $|y|\gg1$, $y\arctan y\to\pi|y|/2-1$ and $y^2/(1+y^2)\to1$. The constants cancel and $\sigma/\sigma_{\rm sat}\to\pi\langle|\varepsilon|\rangle/(4\Delta)$. This is the Drude result. A Drude peak has area $S=\pi\sigma(0)/(2\tau)$, here with $\hbar/\tau=2\Delta$. The clean half-filled band has $-K_x=n\langle|\varepsilon|\rangle/3$ per site. Both routes give $\sigma=ne^2\langle|\varepsilon|\rangle/(6\hbar a\Delta)$.

**Strong scattering, hopping modulation.** For small $y$ the bracket is $(y^2-y^4/3)-(y^2-y^4)=2y^4/3$. With $\langle\varepsilon^4\rangle=90t^4$, $\sigma/\sigma_{\rm sat}\to1+30t^4/\Delta^4$.

**Strong scattering, level modulation.** Here $\sigma/\sigma_{\rm sat}=b\to\langle y^2\rangle$. Since $\langle\varepsilon^2\rangle=6t^2$ and $\Delta\to V$, $\rho/\rho_{\rm sat}\to V^2/(6t^2)$, which has no limit.

## The same result read through the f-sum rule

For $V\gg t$ the local Green function obeys $G=1/(E-V^2G)$. The density of states is a semicircle, $N(E)=\sqrt{4V^2-E^2}/(2\pi V^2)$, of full width $4V$. The filled half has energy $-4V/(3\pi)$ per orbital and spin. With hopping modulation this is all hopping energy, one third of it on $x$ bonds, so

$$S=\frac{\pi e^2}{2\hbar^2a}\,2n\,\frac{4V}{9\pi}=\frac{4ne^2V}{9\hbar^2a},\qquad \hbar\omega_{\rm eff}=\frac{\hbar S}{\sigma_{\rm sat}}=\frac{2\pi}{3}V .$$

The effective width is $\pi/6$ of the full bandwidth. Area and width both grow as $V$, and their ratio stays fixed.

With level modulation the hopping energy comes from the mean band alone. To leading order it is $6t^2$ times an energy integral of $G^2$, which scales as $t^2/V$. The area shrinks while the width still grows, so $\sigma\propto1/V^2$.

Numerical integration of the spectral functions at $V=30t$ shows the contrast. The effective widths are almost equal, $63.0t$ and $62.8t$. The hopping energies $-K_x$ per orbital and spin are $4.26t$ for hopping modulation and $0.028t$ for level modulation. An effective width comparable to the bandwidth is thus not sufficient for saturation.

## How large: numbers in the regime of niobium

Take rough round values: $n=5$, $a=0.26$ nm, $t=0.6$ eV (bare bandwidth $12t=7.2$ eV). The thermal variance is $V^2=\lambda k_BT/N_0$ with $\lambda=1$, where $N_0=0.143/t$ is the bare density of states at the band centre. In weak scattering $\Delta\to\Delta_0=\pi N_0V^2=\pi\lambda k_BT$. The bound is

$$\rho_{\rm sat}=\frac{3\pi\hbar a}{10e^2}=1.01\times10^{-6}\ \Omega\,{\rm m}=101\ \mu\Omega\,{\rm cm}.$$

The parallel-resistor formula is $1/\rho=1/\rho_{\rm ideal}+1/\rho_{\rm sat}$, with $\rho_{\rm ideal}=\rho_{\rm sat}\,4\Delta_0/(\pi\langle|\varepsilon|\rangle)$ linear in $T$ and $\langle|\varepsilon|\rangle=2.005t$. At 2500 K, $\Delta_0=0.677$ eV, so $\rho_{\rm ideal}=100.7\times4(0.677)/(\pi\times1.203)=72\ \mu\Omega$ cm. The formula then gives $42\ \mu\Omega$ cm. Solving the self-consistency condition numerically gives $\Delta=0.553$ eV and $\rho=51\ \mu\Omega$ cm. In $\mu\Omega$ cm:

| $T$ (K) | hopping | level | ideal | parallel |
|---|---|---|---|---|
| 300 | 8.4 | 8.4 | 8.7 | 8.0 |
| 1000 | 25.6 | 26.7 | 28.9 | 22.4 |
| 2500 | 51.1 | 61.7 | 72.1 | 42.0 |

At 2500 K the hopping model is at half of $\rho_{\rm sat}$: the curve has bent but not saturated. The Fermi-surface average $\langle|u|^2\delta(\varepsilon)\rangle/N_0=\langle|\varepsilon|\rangle/(2N_0)$ gives an rms Fermi velocity of $2.65\,ta/\hbar$. The mean free path $v_F\hbar/(2\Delta)$ is then 0.37 nm, or $1.4a$. As a formal limit far above melting, and with Fermi smearing still left out, although there it would lift even the hopping value above $\rho_{\rm sat}$, 25000 K gives 98 for hopping modulation and $474\ \mu\Omega$ cm for level modulation.

The bare f-sum estimate gives the order of magnitude. Keeping the clean-band area and setting the Drude width $2\Delta=12t$ yields $384\ \mu\Omega$ cm. Spreading that area evenly from zero to $12t$ yields $244\ \mu\Omega$ cm.

## Where the parallel-resistor formula departs

The formula has the correct end points for hopping modulation with a sharp Fermi edge, but its shunt is not constant in the model. The excess $(\sigma-\sigma_{\rm ideal})/\sigma_{\rm sat}$, which the formula sets to 1, is 0.37 at 300 K and 0.57 at 2500 K. The formula therefore gives too low a resistivity, by 5% and 18% of the model value. It also approaches $\rho_{\rm sat}$ as $1/T$, whereas the model, with Fermi smearing left out, approaches it as $1/\Delta^4\propto1/T^2$.

Most of the low-temperature shunt is not saturation. Broadening moves states away from the band centre, so $N<N_0$ and $\Delta<\Delta_0$. Inserting 0.0790 and 0.0812 eV at 300 K into $\pi\langle|\varepsilon|\rangle/(4\Delta)$ gives a difference of about 0.3, most of the excess. Level modulation shares this effect: its resistivity also falls below the ideal line, yet it never saturates.

A least-squares fit of the formula to the hopping model at six temperatures from 300 to 2500 K, with equal relative weights and both parameters free, misses by at most 1.1%. It returns $\rho_{\rm sat}=169\ \mu\Omega$ cm, against the true 101.

## Real metals and practical use

Niobium's measured room-temperature resistivity is roughly $15\ \mu\Omega$ cm, nearly twice the model's. The five equal, isotropic orbitals replace the real d bands, and I attribute the difference mainly to this, as a conjecture. The model's $\rho_{\rm sat}$ depends only on $n$ and $a$, and how closely it describes niobium itself is not estimated here.

Other omissions can be sized:

- **Finite $n$.** Diagonalizing three random lattices of $6^3$ sites with $n=5$ at the 2500 K disorder strength, and averaging the conductivity kernel over energies within $t$ of the band centre, gives 0.96 of the large-$n$ value.
- **Fermi smearing** lowers $\sigma$ by 1.3% at 2500 K.
- **Filling.** Niobium has roughly four d electrons per atom, not five. At filling 0.4 the model resistivity at 2500 K is about 2% higher.
- **Phonon quantization.** For a single phonon energy $\hbar\omega_0$ of roughly 20 meV, the weak-scattering rate is multiplied by $(x/\sinh x)^2$ with $x=\hbar\omega_0/(2k_BT)$, which is 0.95 at 300 K.
- **Linear coupling.** The rms change of one hopping element at 2500 K is $0.29t$, which is not small beside $t$. The effect of nonlinear terms on the resistivity is not computed here.

Correlations between bonds that share an atom, s electrons, thermal expansion and electron-electron scattering are left out and not sized.

For use on data, three points follow within these limits:

1. Ask first what the phonons modulate. The bound is derived for hopping modulation with independent bonds and large $n$, at half filling and with a sharp Fermi edge. At finite $n$ it holds only up to corrections of order $1/n$. At strong scattering its margin is only $30t^4/\Delta^4$, so even for large $n$ any departure from half filling breaks it once $V$ is large enough: with the Fermi level at $E_F$ in the semicircle, $\sigma/\sigma_{\rm sat}\to1-E_F^2/(4V^2)$, and at filling 0.4 the plateau lies about 2.6% above $\rho_{\rm sat}$. Fermi smearing lifts the resistivity above $\rho_{\rm sat}$ from $k_BT\approx1.5t$ for the parameters used here, and for $k_BT\gg V$ the resistivity grows without limit, as $T/V\propto\sqrt T$. If phonons mainly shift orbital levels, a resistivity above $\rho_{\rm sat}$ violates no sum rule.
2. Treat a fitted parallel resistance as an interpolation parameter. A good fit up to about $\rho_{\rm sat}/2$ neither proves saturation nor fixes its value.
3. Do not carry the bound over to nearly localized systems. With few orbitals and strong level disorder, interference, dropped here as $1/n$, can open a dip in $\sigma(\omega)$ at $\omega=0$, and the area no longer fixes $\sigma(0)$.
